**Question: regularised ⟨1/r³⟩ for hydrogen s states, why the γ, and what is the ns formula?**

For an s state of hydrogen ⟨1/r³⟩ = ∫R² dr/r diverges logarithmically at the nucleus, because R(0) ≠ 0. I have met a regularised version in which the integral is cut off at a radius a and a delta-function counterterm is added,

P(1/r³) = lim_{a→0} [ θ(r − a)/r³ + 4π δ³(r)(γ + ln a) ],

with γ Euler's constant, and the claim that the 1s value is −4 ln 2. I am stuck on several things. Why does the limit exist, and what is γ doing there? How can the regularised average of a positive function be negative? What does ln a mean when a is a length? And my main problem: I can grind out 2s and 3s by expanding the polynomial, but I see no pattern. How is the formula for general ns derived?

**Answer**

**Conventions and the definition**

I use Hartree atomic units, a point nucleus of charge Z and infinite mass, and no relativity, so H = −½∇² − Z/r. The cutoff a is a number of bohr, which is what gives ln a a meaning; the effect of another length unit is worked out further down. The object in the question is known as the Araki–Sucher distribution.

Let ρ be a function of position, such as a density, that is continuous at the origin, and let D(r) = ∫ρ dΩ be its integral over angles on the sphere of radius r. D is assumed to fall off at infinity at least as fast as some negative power of r, so that the integral below converges there. The cutoff region is a sphere, so the first term gives ∫_a^∞ r² dr D(r)/r³. The delta function gives 4πρ(0), which equals D(0). The definition therefore reads

V(a) = ∫_a^∞ D(r) dr/r + D(0)(γ + ln a),   ⟨P⟩ = lim_{a→0} V(a).   (1)

For an ns state ψ = R(r)/√(4π), so D = R², normalised by ∫R² r² dr = 1.

**Why the limit exists**

Differentiating (1) with respect to a, the integral contributes −D(a)/a and the counterterm +D(0)/a:

V′(a) = [D(0) − D(a)]/a.   (2)

If |D(r) − D(0)| ≤ Kr near the origin, then |V′| ≤ K, so |V(a) − V(a′)| ≤ K|a − a′| and V converges as a → 0. More generally, it is enough that |D(r) − D(0)|/r be integrable at 0. The definition fails when D(0) does not exist, as for the Dirac s states of a point nucleus, whose density diverges as a negative power of r (close to zero for light nuclei, about −0.4 at Z = 80). When D(0) = 0 and D(r)/r is integrable at the origin, the counterterm is absent and ⟨P⟩ is the ordinary integral.

For an s state the approach to the limit follows from the radial equation

−½R″ − R′/r − ZR/r = ER.   (3)

Insert R = R(0)(1 + br + …). The terms in 1/r must cancel among themselves, −b − Z = 0, so b = −Z and D = D(0)(1 − 2Zr + O(r²)). Then (2) gives V′ = 2Z D(0) + O(a), and

V(a) = ⟨P⟩ + 2Z D(0) a + O(a²).   (4)

A form without any limit comes from integrating by parts: ∫_a^∞ D dr/r = −D(a) ln a − ∫_a^∞ D′ ln r dr. Adding the counterterm leaves [D(0) − D(a)] ln a, which is of order a ln a and vanishes. Writing D(0) = −∫_0^∞ D′ dr in the γ term gives

⟨P⟩ = −∫_0^∞ D′(r)(ln r + γ) dr.   (5)

The spherical shape of the cutoff is part of the definition. With a surface r = a f(Ω), each direction changes the integral by −∫_a^{af} ρ dr/r → −ρ(0) ln f, so the value shifts by −ρ(0)∫ln f dΩ, a multiple of the delta function.

**The role of γ**

Take γ = lim (H_N − ln N), with H_N = 1 + 1/2 + … + 1/N. One identity is used twice below. With u = 1 − t and the geometric sum (1 − u^N)/(1 − u) = 1 + u + … + u^{N−1},

∫_0^1 [1 − (1 − t)^N] dt/t = ∫_0^1 (1 + u + … + u^{N−1}) du = H_N.   (6)

Now consider G_N = ∫_0^N (1 − x/N)^{N−1} ln x dx. With x = Nt, and since N∫_0^1 (1 − t)^{N−1} dt = 1,

G_N = ln N + ∫_0^1 N(1 − t)^{N−1} ln t dt.

Integrate by parts using 1 − (1 − t)^N as the antiderivative of N(1 − t)^{N−1}. The boundary term vanishes at t = 0, where the antiderivative goes as Nt, and at t = 1, where ln t = 0. What remains is minus the integral (6), so G_N = ln N − H_N. For N ≥ 2 the bound 1 − y ≤ e^{−y} gives (1 − x/N)^{N−1} ≤ e^{−x/2}, and the factor tends to e^{−x} at each x, so dominated convergence yields

∫_0^∞ e^{−x} ln x dx = −γ.   (7)

The integral that occurs in (1) is E(ε) = ∫_ε^∞ e^{−x} dx/x. By parts, E(ε) = −e^{−ε} ln ε + ∫_ε^∞ e^{−x} ln x dx, and by (7) the last integral is −γ − ∫_0^ε e^{−x} ln x dx. A second integration by parts, with antiderivative 1 − e^{−x}, gives ∫_0^ε e^{−x} ln x dx = (1 − e^{−ε}) ln ε − η(ε), where η(ε) = ∫_0^ε (1 − e^{−x}) dx/x. The logarithms add up to −e^{−ε} ln ε − (1 − e^{−ε}) ln ε = −ln ε, so exactly

E(ε) = −γ − ln ε + η(ε),   η(ε) = ε − ε²/4 + …   (8)

where the series comes from (1 − e^{−x})/x = 1 − x/2 + ….

For D = D(0)e^{−λr}, substitute x = λr; the measure dr/r = dx/x is unchanged and the lower limit is λa:

V(a) = D(0)[−γ − ln(λa) + η(λa) + γ + ln a] = D(0)[−ln λ + η(λa)].   (9)

The term ln a is needed for convergence. The constant γ is a convention, chosen so that it cancels the −γ in (8) and an exponential density gives −D(0) ln λ. Any other constant defines an equally good distribution that differs by a multiple of δ³(r).

**The 1s state**

R = N e^{−Zr} has R′ = −ZR and R″ = Z²R, so (3) becomes −Z²/2 + Z/r − Z/r = E, satisfied with E = −Z²/2. Normalisation, using ∫_0^∞ r² e^{−2Zr} dr = 2/(2Z)³, gives N² = 4Z³. So D = 4Z³e^{−2Zr}, and (9) with λ = 2Z gives

⟨P⟩_{1s} = −4Z³ ln(2Z).   (10)

The value −4 ln 2 = −2.772589 bohr⁻³ thus holds for Z = 1 only. For He⁺ it is −32 ln 4 = −44.36142 bohr⁻³, which is not 8 times the hydrogen value.

For hydrogen, quadrature of the two pieces of (1) gives (a in bohr, the rest in bohr⁻³):

a = 10⁻¹: bare 4.890602, counterterm −6.901478, V = −2.010876
a = 10⁻²: bare 13.418831, counterterm −16.111818, V = −2.692987
a = 10⁻³: bare 22.557566, counterterm −25.322158, V = −2.764593
a = 10⁻⁴: bare 31.760710, counterterm −34.532499, V = −2.771789

By (8) and (9), V = −4 ln 2 + 4η(2a) = −4 ln 2 + 8a − 4a² + …. At a = 10⁻³ this is −2.772589 + 0.008 − 0.000004 = −2.764593, as listed. The rows also answer the question of sign. The bare integral is positive at every a, the counterterm is negative for small a, both grow without bound, and the finite remainder has no fixed sign. By (10) it is positive when the model parameter Z is below ½. P is not a positive distribution.

**The ns radial function**

Set E = −κ²/2, x = 2κr and R = N e^{−x/2}Λ(x). Then R′ = 2κN e^{−x/2}(Λ′ − Λ/2) and R″ = 4κ²N e^{−x/2}(Λ″ − Λ′ + Λ/4), primes on Λ meaning d/dx. With 1/r = 2κ/x, (3) becomes

−2κ²(Λ″ − Λ′ + Λ/4) − (4κ²/x)(Λ′ − Λ/2) − (2κZ/x)Λ + (κ²/2)Λ = 0.

Multiplying by −x/(2κ²), the terms xΛ/4 cancel, and with ν = Z/κ

xΛ″ + (2 − x)Λ′ + (ν − 1)Λ = 0.

The solution that behaves as 1/x at the origin is excluded, because ∇²(1/r) contains a delta function that nothing else in the equation balances. For the regular one, Λ = Σc_m x^m, the coefficient of x^m is (m+1)m c_{m+1} + 2(m+1)c_{m+1} − m c_m + (ν − 1)c_m = 0, that is

c_{m+1}/c_m = −(ν − 1 − m)/[(m+1)(m+2)].

If the series does not end, the ratio exceeds (3/4)/(m+1) from some m on. This is the ratio of the series of e^{3x/4}, so |Λ| outgrows a constant times e^{3x/4} and R cannot be normalised. Hence ν = n is a positive integer, κ = Z/n and x = 2Zr/n. The choice

Λ(x) = Σ_{m=0}^{n−1} (−1)^m C(n, m+1) x^m/m!,   Λ(0) = n,

obeys the recursion, because C(n, m+2)/C(n, m+1) = (n − m − 1)/(m + 2) and m!/(m+1)! = 1/(m+1). This is the associated Laguerre polynomial L¹_{n−1}.

The pattern that is hidden when Λ² is expanded in powers of x shows up when Λ is expanded in the ordinary Laguerre polynomials

L_k(x) = Σ_{m=0}^{k} (−1)^m C(k, m) x^m/m!,   L_k(0) = 1.

Three facts about them are needed.

Orthogonality. The Leibniz rule applied to d^k(x^k e^{−x})/dx^k, with k − m derivatives on x^k (giving k! x^m/m!) and m on e^{−x} (giving (−1)^m e^{−x}), shows that e^{−x}L_k = (1/k!) d^k(x^k e^{−x})/dx^k. For a polynomial p integrate by parts k times. Every boundary term contains a derivative of x^k e^{−x} of order below k, which has a factor x and a factor e^{−x} and so vanishes at both ends:

∫_0^∞ e^{−x} L_k p dx = [(−1)^k/k!] ∫_0^∞ x^k e^{−x} p^{(k)} dx.   (11)

This is zero when p has degree below k. For p = L_k the leading coefficient is (−1)^k/k!, so p^{(k)} = (−1)^k and the integral is k!/k! = 1. The L_k are orthonormal with weight e^{−x}.

Sum rule. Pascal's rule C(k, m) = C(k+1, m+1) − C(k, m+1) telescopes when summed over k = 0, …, n−1, leaving C(n, m+1) − C(0, m+1) = C(n, m+1). Comparing coefficients of x^m,

Λ = L_0 + L_1 + … + L_{n−1}.   (12)

Difference rule. In xΛ the coefficient of x^m for m ≥ 1 is (−1)^{m−1} C(n, m)/(m−1)!. In n(L_{n−1} − L_n) it is n(−1)^m [C(n−1, m) − C(n, m)]/m! = (−1)^{m−1} n C(n−1, m−1)/m! by Pascal's rule. Since n C(n−1, m−1) = m C(n, m), the two agree, and both constant terms are zero:

xΛ = n(L_{n−1} − L_n).   (13)

Squaring (13) and using orthonormality gives ∫x² e^{−x}Λ² dx = n²(1 + 1) = 2n². With r = nx/(2Z) the normalisation is N²(n/2Z)³ · 2n² = N² n⁵/(4Z³) = 1. Therefore

D(r) = D(0) e^{−x} Λ²/n²,   D(0) = N²n² = 4Z³/n³.

**Separating the logarithm**

In (1) use dr/r = dx/x, lower limit ε = 2Za/n, and split Λ² = n² + (Λ² − n²). The first piece gives E(ε). In the second, Λ² − n² vanishes at x = 0, so (Λ² − n²)/x is a polynomial and the lower limit can be sent to zero. With (8),

V(a) → D(0)[−γ − ln(2Za/n) + J_n + γ + ln a],

⟨P⟩ = D(0)[ln(n/2Z) + J_n],   J_n = (1/n²) ∫_0^∞ e^{−x}(Λ² − n²) dx/x.   (14)

J_n is a rational number that does not depend on Z.

**Evaluating J_n**

By (12), Λ² is a sum of n² products L_jL_k with 0 ≤ j, k ≤ n−1, so the n² can be shared out as a 1 for each product:

n² J_n = Σ_{j,k} I_{jk},   I_{jk} = ∫_0^∞ e^{−x}(L_jL_k − 1) dx/x.

I_{jk} is symmetric, so take j ≤ k and write

L_jL_k − 1 = L_k(L_j − 1) + (L_k − 1).

Because L_j(0) = 1, (L_j − 1)/x is a polynomial of degree j − 1 (zero for j = 0), which is below k, and (11) removes the first term. In the second, ∫e^{−x}x^{m−1} dx = (m−1)! turns the coefficient (−1)^m C(k, m)/m! into (−1)^m C(k, m)/m. Writing 1/m = ∫_0^1 t^{m−1} dt and using the binomial theorem,

Σ_{m=1}^{k} (−1)^m C(k, m)/m = ∫_0^1 [(1 − t)^k − 1] dt/t = −H_k,

by (6), with H_0 = 0. So I_{jk} = −H_{max(j,k)}.

The pairs whose larger member is k are (j, k) and (k, j) for j < k together with (k, k), which makes 2k + 1 pairs. Write out H_k and exchange the order of the sums; the term 1/m appears for every k from m to n−1:

Σ_{k=0}^{n−1} (2k+1) H_k = Σ_{m=1}^{n−1} (1/m) Σ_{k=m}^{n−1} (2k+1) = Σ_{m=1}^{n−1} (n² − m²)/m.

The inner sum telescopes because 2k + 1 = (k+1)² − k². The term m = n is zero, so the sum may run to n, which gives n²H_n − Σm = n²H_n − n(n+1)/2. Dividing by −n²,

J_n = −H_n + 1/2 + 1/(2n),

and with (14)

⟨P⟩_{ns} = (4Z³/n³) [ ln(n/2Z) − H_n + 1/2 + 1/(2n) ].   (15)

For n = 1, J_1 = −1 + ½ + ½ = 0 and (10) returns. For n = 2, directly, Λ = 2 − x, (Λ² − 4)/x = x − 4 and J_2 = (1 − 4)/4 = −3/4, which agrees with −3/2 + 1/2 + 1/4. For hydrogen 2s the logarithm is ln 1 = 0 and ⟨P⟩ = ½ · (−3/4) = −3/8. The first values, in bohr⁻³:

H 1s: J = 0, ⟨P⟩ = −2.772589
H 2s: J = −3/4, ⟨P⟩ = −0.375000
H 3s: J = −7/6, ⟨P⟩ = −0.112771
H 4s: J = −35/24, ⟨P⟩ = −0.047824
H 5s: J = −101/60, ⟨P⟩ = −0.024545

**Dependence on n and the sign**

The bracket in (15) is c_n − ln 2Z with c_n = ln n + J_n and c_1 = 0. From the definition of γ, c_n → ½ − γ = −0.0772157. The step is

c_k − c_{k+1} = −ln(1 + 1/k) + 1/(k+1) + 1/(2k) − 1/(2(k+1)) = ½[1/k + 1/(k+1)] − ln(1 + 1/k).

Put y = k + ½ and h = 1/(2y), so that h ≤ 1/3. Then ½[1/k + 1/(k+1)] = y/(y² − ¼) = 2h/(1 − h²) = 2(h + h³ + h⁵ + …), while ln(1 + 1/k) = ln[(1 + h)/(1 − h)] = 2(h + h³/3 + h⁵/5 + …). The difference is

c_k − c_{k+1} = (4/3)h³ + (8/5)h⁵ + … = 1/(6y³) + O(y⁻⁵),

a series of positive terms. So c_n falls monotonically from 0 towards ½ − γ, and c_n − ln 2Z is negative for every n when Z > ½, which covers all nuclei. To sum the steps, compare with 1/(12k²) − 1/(12(k+1)²) = 2y/[12(y² − ¼)²] = 1/(6y³) + O(y⁻⁵), which telescopes. The O(y⁻⁵) remainders summed from k = n add up to O(n⁻⁴):

c_n = ½ − γ + 1/(12n²) + O(n⁻⁴).   (16)

At n = 5 the exact value is −0.0738954 against −0.0738823 from (16); at n = 10 they are −0.0763832 and −0.0763823. For hydrogen n³⟨P⟩/4 moves from −0.693147 at n = 1 to −0.770363 as n → ∞, so the n dependence is the n⁻³ of the density at the nucleus times a slowly varying bracket. The γ that cancels at each finite n reappears in this limit through H_n − ln n.

**Units, Z and the logarithm**

Suppose every length, the cutoff included, is measured in a unit u, and let s = a₀/u. A length with numerical value r in bohr has value sr in the new unit. The density becomes D/s³, the measure dr/r is unchanged, and ln a becomes ln a + ln s. Applying definition (1) in the new unit therefore produces

⟨P⟩_u = [⟨P⟩ + D(0) ln s]/s³.   (17)

Converting the atomic-unit result is the factor 1/s³ alone; redefining the distribution in the new unit adds the second term. For ångström s = 0.529177, ln s = −0.636432 and 1/s³ = 6.748335. The hydrogen 1s value converts to −2.772589 × 6.748335 = −18.710 Å⁻³, whereas the distribution defined with a in Å gives (−2.772589 − 4 × 0.636432) × 6.748335 = −35.890 Å⁻³. These belong to two different distributions, and the statement "−4 ln 2" includes the choice of bohr for a.

The Z dependence has the same origin. The wavefunction scales with the length 1/Z while the cutoff stays in bohr, and (15) gives ⟨P⟩_Z = Z³[⟨P⟩_{Z=1} − (4/n³) ln Z]. For He⁺ 2s this is 8 × (−0.375) − 4 × 0.693147 = −5.772589 bohr⁻³. For a finite nuclear mass with reduced mass μ (in electron masses), dividing the radial equation by the factor 1/μ of the kinetic term shows that R depends on μZ, so Z → μZ everywhere in (15), inside the logarithm too, as long as a remains in bohr.

**Momentum form, as a second route**

Apply (1) to the plane wave e^{−iq·r}, whose angular integral is D = 4π sin(qr)/(qr), with D(0) = 4π. With x = qr and ε = qa the bare integral is 4πS(ε), where by parts

S(ε) = ∫_ε^∞ sin x dx/x² = (sin ε)/ε + ∫_ε^∞ cos x dx/x.

The cosine integral is the real part of ∫_ε^∞ e^{−ix} dx/x, which is the integral of e^{−z}/z along the imaginary axis z = ix. The function is analytic in the first quadrant between radii ε and M, so by Cauchy's theorem the path from iε to iM equals the real path from ε to M, plus the large arc, minus the small arc, both arcs taken from angle 0 to π/2. On an arc dz/z = i dθ. The large one is bounded by ∫e^{−M cos θ} dθ < π/(2M), using sin φ ≥ 2φ/π for φ = π/2 − θ, and vanishes as M → ∞. The small one is i∫_0^{π/2}(1 − εe^{iθ}) dθ + O(ε²) = iπ/2 − ε(i − 1) + O(ε²), with real part ε + O(ε²). Subtracting this from (8) cancels the term η = ε + …, so the cosine integral is −γ − ln ε + O(ε²) and S(ε) = 1 − γ − ln ε + O(ε²). Adding the counterterm,

P̃(q) = 4π[1 − γ − ln(qa) + γ + ln a] = 4π(1 − ln q),   (18)

with q in inverse bohr. The same γ that cleans (9) cleans the Fourier transform, and P(1/r³) is the position-space form of −4π ln q plus the constant 4π, where the constant by itself corresponds to 4πδ³(r).

Write ρ as a superposition of plane waves with weight F(q)/(2π)³, where the form factor of a spherical density is F(q) = (1/q)∫D r sin(qr) dr. The angular integral over q gives 4πq² dq, and 4π · 4π/(2π)³ = 2/π:

⟨P⟩ = (2/π) ∫_0^∞ q²(1 − ln q) F(q) dq.   (19)

The interchange of limit and integral is allowed for ns states. A term r^m e^{−br} of D contributes (m+1)! Im(b − iq)^{−(m+2)}/q, which is 2b/(b² + q²)² for m = 0 and at most of order q^{−m−3} otherwise, so F falls at least as q⁻⁴. At finite a < 1 the transform is (18) plus 4π[S(qa) + γ + ln(qa) − 1], which tends to zero at each q and is bounded by a constant times 1 + ln(1 + q), so dominated convergence applies.

For hydrogen 1s, D = 4e^{−2r} gives F = 4 · 4/(4 + q²)² = 16/(4 + q²)². With q = 2t, q²F dq = 8t² dt/(1 + t²)² and 1 − ln q = (1 − ln 2) − ln t. The substitution t = tan θ gives ∫t² dt/(1 + t²)² = ∫sin²θ dθ = π/4. For the logarithmic integral, write t/(1 + t²)² as the derivative of −1/[2(1 + t²)] and integrate t ln t against it by parts; the boundary term vanishes and ½∫(ln t + 1) dt/(1 + t²) remains. The ln t part is zero because t → 1/t maps it to its negative, and the rest is π/4. Each weight is (2/π) · 8 · π/4 = 4, so ⟨P⟩ = 4(1 − ln 2) − 4 = −4 ln 2.

**Worked example: He⁺ 3s**

The level of theory is the exact nonrelativistic solution with a clamped point nucleus, Z = 2, n = 3. The digits are those of this model; with μ ≈ 1 − m/M and the rule Z → μZ in (15), d ln|⟨P⟩|/d ln μ = 3 − 1/bracket = 3 + 1/1.454 ≈ 3.7 (bracket computed below), so nuclear motion lowers |⟨P⟩| by a fraction of about 3.7 m/M, roughly 5 × 10⁻⁴ for ⁴He⁺, whose electron-to-nucleus mass ratio is m/M ≈ 1.4 × 10⁻⁴ (about 7 × 10⁻⁴ for ³He⁺, m/M ≈ 1.8 × 10⁻⁴).

D(0) = 4 × 8/27 = 1.185185 bohr⁻³
ln(n/2Z) = ln(3/4) = −0.287682
J_3 = −11/6 + 1/2 + 1/6 = −7/6 = −1.166667
bracket = −0.287682 − 1.166667 = −1.454349
⟨P⟩ = 1.185185 × (−1.454349) = −1.723673 bohr⁻³

J_3 can be confirmed by brute force. Here Λ = 3 − 3x + x²/2 and Λ² = 9 − 18x + 12x² − 3x³ + x⁴/4. Removing the 9, dividing by x and integrating with e^{−x} gives −18 + 12 − 6 + 3/2 = −21/2, and −21/18 = −7/6.

From the definition, at a = 10⁻³ bohr, ln a = −6.907755 and γ + ln a = −6.33054. The counterterm is 1.185185 × (−6.33054) = −7.50286, the bare integral by quadrature is 5.78393, and V(a) = −1.718936 bohr⁻³. This lies 0.0047367 above the limit, about 0.3 % of |⟨P⟩|, and (4) predicts 2Z D(0) a = 0.0047407. The leftover −4.0 × 10⁻⁶ is the next order. Expanding, D/D(0) = e^{−x}(1 − 2x + 4x²/3 + …) = 1 − 3x + (23/6)x² + …, where 23/6 = 1/2 + 2 + 4/3. With x = 4r/3 this is 1 − 4r + (184/27)r², so (2) gives V′ = D(0)[4 − (184/27)a] and a second-order term −(92/27)D(0)a² = −4.0 × 10⁻⁶ bohr⁻³.

Converted with the cutoff kept in bohr, ⟨P⟩ = −1.723673 × 6.748335 = −11.632 Å⁻³. The distribution redefined with a in Å gives, by (17), (−1.723673 − 1.185185 × 0.636432) × 6.748335 = −16.722 Å⁻³.

The numerical check tests (15) against quadrature of (1) extrapolated to a → 0 and against (5), to 10⁻⁸ bohr⁻³, for 1s to 8s at Z = 1 and five states at Z = 2 and 3; it tests (19) for n ≤ 3 at Z = 1 and 2, the slope in (4), the transform (18), the unit rule (17), the asymptotic form (16), and, in exact rational arithmetic, the Laguerre identities up to degree 9, and J_n for n = 1 to 12, 20 and 30.

Values computed for the example and the checks

```
gamma = 0.57721566   ln 2 = 0.69314718   (dimensionless)
Bohr radius = 0.52917721 angstrom   ln = -0.63643191   a0^-3 = 6.748335 angstrom^-3
state: H_n, J_n, c_n (dimensionless); D(0), <P> formula, <P> quadrature (bohr^-3)
Z=1 1s: 1, 0, 0.000000; 4.000000, -2.77258872, -2.77258872
Z=1 2s: 3/2, -3/4, -0.056853; 0.500000, -0.37500000, -0.37500000
Z=1 3s: 11/6, -7/6, -0.068054; 0.148148, -0.11277060, -0.11277060
Z=1 4s: 25/12, -35/24, -0.072039; 0.062500, -0.04782413, -0.04782413
Z=1 5s: 137/60, -101/60, -0.073895; 0.032000, -0.02454536, -0.02454536
Z=2 1s: 1, 0, 0.000000; 32.000000, -44.36141956, -44.36141956
Z=2 2s: 3/2, -3/4, -0.056853; 4.000000, -5.77258872, -5.77258872
Z=2 3s: 11/6, -7/6, -0.068054; 1.185185, -1.72367258, -1.72367258
large-n limit of c_n, 1/2 - gamma = -0.07721566
n=5: c_n = -0.07389542, asymptotic form = -0.07388233
n=10: c_n = -0.07638316, asymptotic form = -0.07638233
n=30: c_n = -0.07712308, asymptotic form = -0.07712307
large-n limit of n^3<P>/4 for Z=1 = -0.77036285 bohr^-3
H 1s momentum route: weights 4.00000000 (const), 4.00000000 (ln t) bohr^-3
H 1s a=1e-01 bohr: bare 4.890602, counter -6.901478, V -2.010876 bohr^-3
H 1s a=1e-02 bohr: bare 13.418831, counter -16.111818, V -2.692987 bohr^-3
H 1s a=1e-03 bohr: bare 22.557566, counter -25.322158, V -2.764593 bohr^-3
H 1s a=1e-04 bohr: bare 31.760710, counter -34.532499, V -2.771789 bohr^-3
Example He+ 3s: Z = 2, n = 3, a = 1e-03 bohr, ln a = -6.907755
  D(0) = 1.18518519 bohr^-3, ln(n/2Z) = -0.28768207
  J_3 = -1.16666667, bracket = -1.45434874
  bare integral = 5.78392589 bohr^-3
  counterterm = -7.50286176 bohr^-3
  V(a) = -1.71893587 bohr^-3, 2 Z D(0) a = 0.00474074 bohr^-3
  V(a) - 2 Z D(0) a = -1.72367662 bohr^-3
  V(a) - <P> = 0.00473670 bohr^-3
H 1s: <P> = -2.77258872 bohr^-3 = -18.710356 angstrom^-3 (a in bohr)
H 1s: redefined with a in angstrom = -35.889778 angstrom^-3
He+ 3s: <P> = -1.72367258 bohr^-3 = -11.631919 angstrom^-3 (a in bohr)
He+ 3s: redefined with a in angstrom = -16.722118 angstrom^-3
```
